# Borland-Dennis pinning for three electrons on a Hubbard ring

## Question

Three electrons occupy a ring of three sites with

$$H=-t\sum_{j\sigma}\left(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.}\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t>0,\; U>0 .$$

The natural occupations $\lambda_1\ge\dots\ge\lambda_6$ are the eigenvalues of the one-body density matrix $\gamma_{pq}=\langle c_p^\dagger c_q\rangle$ over the six spin orbitals, and their sum is 3. For every pure state of three fermions in six orbitals, the Borland-Dennis theorem states

$$\lambda_1+\lambda_6=\lambda_2+\lambda_5=\lambda_3+\lambda_4=1,\qquad D\equiv 2-\lambda_1-\lambda_2-\lambda_4\ge0 .$$

The inequality is *pinned* when $D=0$. Energies below are in units of $t$, so $U$ stands for $U/t$.

## Part (a)

**Find $D$ for an arbitrary pure state with two up electrons and one down electron.**

**Answer.** Let $|F\rangle$ be the state with all three up orbitals filled. Removing an up electron from orbital $p$ and adding a down electron in orbital $q$ gives an orthonormal basis of nine states:

$$|\psi\rangle=\sum_{pq}X_{pq}|p,q\rangle,\qquad |p,q\rangle=c^\dagger_{q\downarrow}c_{p\uparrow}|F\rangle .$$

A singular-value decomposition of $X$ is a separate unitary change of the up and down orbitals. In the new orbitals, $|\psi\rangle=\sum_i\sqrt{\mu_i}\,|i,i\rangle$, with $\mu_1\ge\mu_2\ge\mu_3\ge0$ and $\sum_i\mu_i=1$. Moving one electron between different orbitals of the same spin leads to a state $|i,j\rangle$ with $i\ne j$, which is orthogonal to $|\psi\rangle$. Elements of $\gamma$ between opposite spins vanish because $S_z$ is definite. Thus $\gamma$ is diagonal, with down occupations $\mu_i$ and up occupations $1-\mu_i$. These pair to 1, which proves the three equalities in this sector.

If $\mu_1\ge\frac12$, the order is

$$1-\mu_3\ge1-\mu_2\ge\mu_1\ge1-\mu_1\ge\mu_2\ge\mu_3,$$

because $1-\mu_2=\mu_1+\mu_3\ge\mu_1$ and $1-\mu_1=\mu_2+\mu_3\ge\mu_2$. Positions 1, 2 and 4 hold the three up occupations, whose sum is 2, so $D=0$.

If $\mu_1<\frac12$, then $1-\mu_1>\mu_1$ and positions 3 and 4 are exchanged. Now $\lambda_4=\mu_1$ and

$$D=2-(1-\mu_3)-(1-\mu_2)-\mu_1=\mu_2+\mu_3-\mu_1=1-2\mu_1 .$$

Both cases are contained in

$$D=\max(0,\,1-2\mu_1).$$

Pinning in this sector therefore expresses conservation of the number of up electrons, provided that the up orbitals occupy positions 1, 2 and 4. Definite $S_z$ alone does not guarantee that order.

## Part (b)

**Find the ground level, its degeneracy, and the weights of the determinants in a ground state of definite momentum and $S_z=\frac12$.**

**Answer.** Label the momenta $2\pi k/3$ by $k=0,1,2$ modulo 3. The orbital energies are $\varepsilon_0=-2$ and $\varepsilon_1=\varepsilon_2=1$. The filled up shell has energy $-2+1+1=0$, so $|p,q\rangle$ has kinetic energy $\varepsilon_q-\varepsilon_p$ and total momentum $K=q-p$.

With one down electron,

$$\sum_jn_{j\uparrow}n_{j\downarrow}=1-\sum_jn_{j\downarrow}(1-n_{j\uparrow})=1-P,$$

where $P$ projects onto states with the up hole and the down electron on the same site. At fixed $K$ there is one such state,

$$|s\rangle=\frac1{\sqrt3}\sum_je^{2\pi iKj/3}c^\dagger_{j\downarrow}c_{j\uparrow}|F\rangle=\frac1{\sqrt3}\sum_{q-p=K}|p,q\rangle .$$

The second form follows by inserting Bloch operators: the site operators supply a factor $\frac13$, and the sum over $j$ gives 3 when $q-p=K$ and zero otherwise.

For $K=1$ the three states $|2,0\rangle,\,|1,2\rangle,\,|0,1\rangle$ have kinetic energies $\kappa=-3,\,0,\,3$. Hence $H_K=\operatorname{diag}(\kappa_i)+U-U|s\rangle\langle s|$. With $w=U-E$, the eigenvalue equation is

$$(\kappa_i+w)x_i=\frac{U}{\sqrt3}\langle s|x\rangle .$$

The overlap $\langle s|x\rangle$ cannot vanish: since the $\kappa_i$ differ, $x$ would then have a single component, which does overlap with $s$. Solving for $x_i$ and projecting onto $s$ gives

$$\frac3U=\frac1{w-3}+\frac1w+\frac1{w+3}=\frac{3w^2-9}{w(w^2-9)},$$

$$U=\frac{w(w^2-9)}{w^2-3},\qquad E=U-w=-\frac{6w}{w^2-3}.$$

Since $dU/dw=1+6(w^2+3)/(w^2-3)^2>0$, and $U$ runs from 0 to infinity for $w>3$, there is one root above 3. It is the largest $w$, hence the lowest energy at $K=1$. Reflection gives the same energy at $K=2$. At $K=0$ all $\kappa_i$ vanish and the levels are $0,U,U$, which lie above $E<0$.

The fully polarized state has energy 0, so the ground level has spin $\frac12$. Two momenta and two spin directions make it fourfold degenerate. The occupations are therefore defined only after a state in this level has been chosen.

The normalized amplitudes $a,b,c>0$ on $|2,0\rangle,|1,2\rangle,|0,1\rangle$ satisfy

$$a:b:c=\frac1{w-3}:\frac1w:\frac1{w+3}.$$

Write $A=a^2$, $B=b^2$, $C=c^2$. Then $A>B>C$ and $A+B+C=1$.

## Part (c)

**For this momentum eigenstate, find the ordered occupations and determine where $D$ vanishes.**

**Answer.** In the Bloch basis $X$ has one entry in each row and column, so $(\mu_1,\mu_2,\mu_3)=(A,B,C)$ and $D=\max(0,1-2A)$. Moreover

$$A=\left[1+\left(\frac{w-3}{w}\right)^2+\left(\frac{w-3}{w+3}\right)^2\right]^{-1}$$

falls monotonically from 1 to $\frac13$, because both ratios grow with $w$. The threshold $A=\frac12$ means $A=B+C$. With $x=w/3$,

$$\frac1{(x-1)^2}=\frac1{x^2}+\frac1{(x+1)^2}$$

$$x^2(x+1)^2=(x-1)^2(2x^2+2x+1)$$

$$x^4+2x^3+x^2=2x^4-2x^3-x^2+1$$

$$x^4-4x^3-2x^2+1=0 .$$

The one root above 1 is $x_c=4.4391$, so $w_c=13.317$ and

$$U_c=\frac{w_c(w_c^2-9)}{w_c^2-3}=12.859\,t .$$

A numerical root search for the coupling at which the largest down occupation of the diagonalized Hamiltonian equals $\frac12$ gives the same value.

| $U/t$ | $\lambda_1$ | $\lambda_2$ | $\lambda_3$ | $D$ |
|---:|---:|---:|---:|---:|
| 1 | 0.9963 | 0.9868 | 0.9831 | 0 |
| 4 | 0.9401 | 0.8526 | 0.7927 | 0 |
| 8 | 0.8573 | 0.7422 | 0.5995 | 0 |
| 12.859 | 0.8001 | 0.6999 | 0.5000 | 0 |
| 16 | 0.7777 | 0.6888 | 0.5335 | 0.0670 |
| 40 | 0.7146 | 0.6704 | 0.6150 | 0.2300 |

The others are $\lambda_4=1-\lambda_3$, $\lambda_5=1-\lambda_2$, $\lambda_6=1-\lambda_1$. At $U=16$, for example, $A=0.4665$ and $D=1-2(0.4665)=0.0670$.

The minimum of $\lambda_3$ at $U_c$ is a crossing of an up and a down occupation at $\frac12$. The state has the same three determinants on both sides. What changes is the order of the occupations, and with it the meaning of $\lambda_1+\lambda_2+\lambda_4$.

For large $U$, the squared amplitudes are in the ratio $1+6/w:1:1-6/w$ to first order in $1/w$. Hence $A\simeq\frac13+2/U$ and $D\simeq\frac13-4/U$. Strong correlation moves this state away from the boundary.

Reversing the sign of $t$ exchanges $\kappa=\pm3$ and leaves the ordered occupations unchanged.

## Part (d)

**Now choose ground states with $S_z=\frac12$ that are even or odd under the reflection $R$, which exchanges momenta 1 and 2. Are they pinned?**

**Answer.** Reflection exchanges two filled up orbitals in $|F\rangle$, so $R|F\rangle=-|F\rangle$ and $R|p,q\rangle=-|{-p},{-q}\rangle$. Define $|e\rangle=(|1\rangle+|2\rangle)/\sqrt2$ and $|o\rangle=(|1\rangle-|2\rangle)/\sqrt2$ for both the hole and the down electron. Then

$$|1,2\rangle-|2,1\rangle=|o,e\rangle-|e,o\rangle,\qquad |1,2\rangle+|2,1\rangle=|e,e\rangle-|o,o\rangle .$$

For $R=+1$, the combination $(|K\rangle+R|K\rangle)/\sqrt2$ is

$$|o\rangle\left(-a|0\rangle+\tfrac{b}{\sqrt2}|e\rangle\right)+\left(c|0\rangle-\tfrac{b}{\sqrt2}|e\rangle\right)|o\rangle .$$

The two terms have orthogonal hole factors and orthogonal electron factors, so $\mu=(A+\frac B2,\;C+\frac B2,\;0)$. Since $A>C$, $\mu_1>\frac12$ and $D=0$ for every $U>0$. Here symmetry suffices: any state with $S_z=\frac12$ and $R=+1$ pairs the single odd orbital with the even ones, which leaves at most two nonzero $\mu_i$. Then $\mu_1\ge\frac12$.

For $R=-1$, the state is

$$a|e,0\rangle+c|0,e\rangle+\tfrac b{\sqrt2}|e,e\rangle-\tfrac b{\sqrt2}|o,o\rangle .$$

The last term gives $\mu=B/2$. The others form the matrix

$$Y=\begin{pmatrix}0&c\\a&b/\sqrt2\end{pmatrix},\qquad \operatorname{tr}YY^\dagger=S=1-\tfrac B2,\qquad \det YY^\dagger=AC,$$

with $\mu=\frac12\left[S\pm\sqrt{S^2-4AC}\right]$. The larger value is at least $\frac12$ if $S^2-4AC\ge(1-S)^2$, that is, if $4AC\le2S-1=A+C$. This holds because $4AC\le(A+C)^2\le A+C$. Again $D=0$ for every $U>0$.

This bound used only $A+B+C=1$, so it holds for every state with $S_z=\frac12$ and $R=-1$ built from $K=1$ and $K=2$, whatever its amplitudes. Unlike the first case, $S_z$ and $R$ alone do not guarantee pinning; the argument also uses the absence of a $K=0$ component. The $K=0$ state $|s\rangle$ also has $S_z=\frac12$ and $R=-1$, but its $\mu_i$ all equal $\frac13$, so $D=\frac13$.

## Part (e)

**Find $D$ for an equal superposition of a ground state with $K=1$, spin up, and one with $K=2$, spin down.**

**Answer.** Bars denote spin down. With $|F\rangle=|012\rangle$, removing an electron gives signs $+,-,+$ for holes $2,1,0$. The first state and its reflected, spin-flipped partner are

$$|1\!\uparrow\rangle=a|01\bar0\rangle-b|02\bar2\rangle+c|12\bar1\rangle,$$

$$|2\!\downarrow\rangle=a|\bar0\bar20\rangle-b|\bar0\bar11\rangle+c|\bar2\bar12\rangle .$$

A relative phase can be removed by a spin rotation about $z$, which does not change the occupations. Averaging the diagonal elements gives

$$n_0=n_{\bar0}=A+\tfrac B2,\qquad n_1=n_{\bar2}=\tfrac12,\qquad n_2=n_{\bar1}=C+\tfrac B2 .$$

A cross term must flip one spin and change the total momentum from 2 to 1, so it couples $(1,\bar2)$, $(0,\bar1)$ and $(2,\bar0)$.

For the first pair, $c_1^\dagger c_{\bar2}$ turns $a|\bar0\bar20\rangle$ into $a|\bar010\rangle=-a|01\bar0\rangle$, and $c|\bar2\bar12\rangle$ into $c|1\bar12\rangle=-c|12\bar1\rangle$. The element is $-(A+C)/2$, and the eigenvalues are $\frac12\pm\frac{1-B}2$, namely $1-\frac B2$ and $\frac B2$.

For the second pair, $c_0^\dagger c_{\bar1}$ produces $-b|01\bar0\rangle+c|02\bar2\rangle$ after cyclic, hence even, reorderings. Its overlap with $|1\!\uparrow\rangle$ is $-ab-bc$. For the third pair, $c_2^\dagger c_{\bar0}$ produces $a|02\bar2\rangle-b|12\bar1\rangle$, with the same overlap. Both elements are therefore $-b(a+c)/2$. Each block has trace 1 and determinant

$$AC+\frac{B(A+C)}2+\frac{B^2}4-\frac{B(a+c)^2}4 .$$

The amplitudes obey $1/a+1/c=2/b$, because $(w-3)+(w+3)=2w$. Thus $b(a+c)=2ac$, the first and last terms cancel, and the determinant is

$$\frac{B(1-B)}2+\frac{B^2}4=\frac B2\left(1-\frac B2\right).$$

All three blocks have the same eigenvalues:

$$\lambda_{1,2,3}=1-\frac B2,\qquad \lambda_{4,5,6}=\frac B2,\qquad D=\frac B2>0 .$$

At small $U$, $w-3\simeq U/3$, so $B\simeq(U/9)^2$ and $D\simeq U^2/162$. At large $U$, $D\to\frac16$. At $U=16$, $B=0.3112$ and $D=0.1556$, although both reflection eigenstates at the same energy have $D=0$.

These results concern pure states. An equal mixture of the four ground states in the limit $U\to0$ has occupations $1,1,\frac14,\frac14,\frac14,\frac14$. It gives $\lambda_1+\lambda_6=\frac54$ and $D=-\frac14$, so the Borland-Dennis conditions do not apply to it. The numerical output lists the occupations at further couplings.

## Calculated quantities

```
Energies in units of t; occupations and D are dimensionless
Threshold: x_c = 4.439109, w_c = 13.317327, U_c/t = 12.859034
U_c/t from diagonalization = 12.859034
Momentum eigenstate: U/t | lam1 ... lam6 | D
  0.1000 | 0.99997 0.99988 0.99984 0.00016 0.00012 0.00003 | 0.00000
  1.0000 | 0.99630 0.98685 0.98315 0.01685 0.01315 0.00370 | 0.00000
  2.0000 | 0.98383 0.94949 0.93332 0.06668 0.05051 0.01617 | 0.00000
  4.0000 | 0.94009 0.85257 0.79266 0.20734 0.14743 0.05991 | 0.00000
  8.0000 | 0.85730 0.74216 0.59946 0.40054 0.25784 0.14270 | 0.00000
 12.0000 | 0.80778 0.70435 0.51213 0.48787 0.29565 0.19222 | 0.00000
 12.8590 | 0.80010 0.69990 0.50000 0.50000 0.30010 0.19990 | 0.00000
 14.0000 | 0.79105 0.69508 0.51387 0.48613 0.30492 0.20895 | 0.02774
 16.0000 | 0.77773 0.68880 0.53348 0.46652 0.31120 0.22227 | 0.06696
 20.0000 | 0.75796 0.68112 0.56092 0.43908 0.31888 0.24204 | 0.12184
 40.0000 | 0.71462 0.67038 0.61500 0.38500 0.32962 0.28538 | 0.22999
Solution: U/t | w | E/t | A B C
  0.1000 | 3.03389 | -2.93389 | 0.99984 0.00012 0.00003
  1.0000 | 3.39234 | -2.39234 | 0.98315 0.01315 0.00370
  2.0000 | 3.90952 | -1.90952 | 0.93332 0.05051 0.01617
  4.0000 | 5.27492 | -1.27492 | 0.79266 0.14743 0.05991
  8.0000 | 8.71663 | -0.71663 | 0.59946 0.25784 0.14270
 12.0000 | 12.48981 | -0.48981 | 0.51213 0.29565 0.19222
 12.8590 | 13.31733 | -0.45829 | 0.50000 0.30010 0.19990
 14.0000 | 14.42212 | -0.42212 | 0.48613 0.30492 0.20895
 16.0000 | 16.37066 | -0.37066 | 0.46652 0.31120 0.22227
 20.0000 | 20.29777 | -0.29777 | 0.43908 0.31888 0.24204
 40.0000 | 40.14972 | -0.14972 | 0.38500 0.32962 0.28538
Four ground states at U/t = 16: lam1 ... lam6 | D
momentum eigenstate: 0.77773 0.68880 0.53348 0.46652 0.31120 0.22227 | 0.06696
standing wave, reflection +1: 1.00000 0.62212 0.62212 0.37788 0.37788 0.00000 | 0.00000
standing wave, reflection -1: 0.85085 0.84440 0.69525 0.30475 0.15560 0.14915 | 0.00000
spin-momentum superposition: 0.84440 0.84440 0.84440 0.15560 0.15560 0.15560 | 0.15560
Spin-momentum superposition: U/t | D
  0.1000 | 0.0000624
  1.0000 | 0.0065754
  2.0000 | 0.0252565
  4.0000 | 0.0737152
  8.0000 | 0.1289180
 12.0000 | 0.1478261
 12.8590 | 0.1500515
 14.0000 | 0.1524603
 16.0000 | 0.1556020
 20.0000 | 0.1594393
 40.0000 | 0.1648091
Weak coupling U/t = 0.01: D/(U^2/162t^2) = 1.00111
Strong coupling U/t = 10000: 0.66687 0.66667 0.66647 0.33353 0.33333 0.33313 | D = 0.33293
Random tests: pinned 149, unpinned 151
Smallest D among 300 random pure states = 0.00170
```
